\section*{Inverse Fifth Power Law for Canonical d–d Hopping}

Two identical atomic spheres of radius $s$, a distance $R$ apart, each carry a d shell. If the orbital tails outside the spheres have zero kinetic energy, the hopping between the shells, to first order in energy about the centre $C$ of the d band, is
\begin{equation}
t_m(R)=\Delta\,S_m(R),\qquad
S_{\sigma,\pi,\delta}=10\left(\frac{s}{R}\right)^5(-6,\,4,\,-1),\qquad
\Delta=\frac{s\,\phi(s)^2}{4}.
\label{result}
\end{equation}
Hartree atomic units are used in the derivation. Here $\phi(r)$ is the radial d function at energy $C$, normalized by $\int_0^s\phi^2r^2dr=1$, and $\sigma,\pi,\delta$ denote angular momentum $m=0,1,2$ about the bond. At fixed $s$ and $\Delta$, all three hoppings fall as $R^{-5}$. This is the situation when different neighbour shells of one crystal are compared. When the whole crystal is stretched, $s/R$ stays constant and the volume dependence sits in $\Delta$ instead; that case is treated separately below.

The origin of the power is a count of derivatives. A quadrupole tail is a second derivative of $1/r$, and its quadrupole part at another site needs two derivatives more. Four derivatives of $1/R$ give $R^{-5}$. The matching at the sphere surface turns this geometrical statement into an energy.

Let $v(r)$ be the spherical potential inside a sphere. Define the logarithmic derivative $D(E)=s\phi'(s)/\phi(s)$. Outside, a function of zero kinetic energy obeys Laplace's equation, whose d solutions have radial parts $r^2$ and $r^{-3}$. The tail of an orbital must decay, so it is $(s/r)^3Y$, with $Y$ a real d harmonic. Continue the true radial solution $N\phi$ through the surface as a sum of both solutions, with the coefficient of the decaying one set to unity:
\begin{equation}
N\phi(r)\;\to\;\left(\frac sr\right)^3+\alpha\left(\frac rs\right)^2 .
\end{equation}
Equality of values and of $r$ times slopes at $r=s$ gives
\begin{equation}
N\phi(s)=1+\alpha,\qquad D\,N\phi(s)=-3+2\alpha .
\end{equation}
Eliminating $N\phi(s)$ gives $D(1+\alpha)=-3+2\alpha$, hence $\alpha(D-2)=-(D+3)$. It is convenient to write
\begin{equation}
\alpha=-\frac{P(E)}{10},\qquad P(E)=10\,\frac{D(E)+3}{D(E)-2}.
\label{P}
\end{equation}
The potential function $P$ contains all that the outside needs to know about the potential. It vanishes at $D=-3$, where the inner solution joins a pure tail. This defines $C$.

At a general energy the function that joins the pure tail smoothly is $N\phi+(P/10)(r/s)^2$. Its second term does not solve the Schr\"odinger equation inside the sphere and has to be cancelled by tails arriving from other sites. Write the d part of such an incoming tail, in coordinates centred on the receiving sphere, as
\begin{equation}
-\frac1{10}\left(\frac rs\right)^2\sum_b Y_b\,S_{ba}(\mathbf R),
\label{Sdef}
\end{equation}
where $a$ labels the sending orbital and $b$ the receiving harmonic. This defines the structure constants $S_{ba}$. If the orbitals enter with amplitudes $u$, the unwanted term in a sphere is $(r/s)^2(Pu-Su)/10$, where $Su$ includes the sum over all other sites. In a crystal the amplitudes carry Bloch phases, and cancellation requires
\begin{equation}
\det\left[P(E)-S(\mathbf k)\right]=0,\qquad
S(\mathbf k)=\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}S(\mathbf R).
\label{det}
\end{equation}
This is a d-only treatment: the parts of the tails that enter s, p and higher channels are dropped here.

To find $S(\mathbf R)$, represent each d harmonic by a real, symmetric, traceless matrix $M$ with $\sum_{ij}M_{ij}^2=1$:
\begin{equation}
Y_M(\hat{\mathbf r})=c\,\hat{\mathbf r}\cdot M\hat{\mathbf r},\qquad c=\sqrt{15/(8\pi)} .
\end{equation}
Since $\partial_i\partial_j(1/r)=3x_ix_j/r^5-\delta_{ij}/r^3$ and $M$ has no trace, contraction with $M$ removes the last term, and
\begin{equation}
\left(\frac sr\right)^3Y_M=\frac{cs^3}{3}\sum_{ij}M_{ij}\,\partial_i\partial_j\frac1r .
\end{equation}
Now put $\mathbf r=\mathbf R+\boldsymbol\rho$ and expand in $\boldsymbol\rho$. The quadratic term carries the Taylor factor $1/2$:
\begin{equation}
\frac{cs^3}{6}\sum_{ijkl}\rho_k\rho_l\,T_{klij}M_{ij},\qquad
T_{klij}=\partial_k\partial_l\partial_i\partial_j\frac1R .
\label{quad}
\end{equation}
Because $1/R$ is harmonic, setting two indices of $T$ equal and summing gives zero. The quadratic term is therefore purely a d wave, without an s part.

Take the bond along $z$. On the axis $1/R$ differentiated four times along $z$ gives $T_{zzzz}=24/R^5$. Axial symmetry and the vanishing trace give $T_{xxzz}=T_{yyzz}=-12/R^5$. The trace with the pair $xx$ reads $T_{xxxx}+T_{xxyy}+T_{xxzz}=0$, and isotropy in the $xy$ plane requires $T_{xxxx}=3T_{xxyy}$. Hence $T_{xxyy}=3/R^5$ and $T_{xxxx}=9/R^5$.

Axial symmetry also ensures that $T$ maps each $M$ of definite $|m|$ onto a multiple $\lambda M$ of itself, so one matrix element fixes each $\lambda$:
\begin{align}
\sigma:&\quad M=\tfrac{1}{\sqrt6}\,\mathrm{diag}(-1,-1,2),
&(TM)_{zz}&=\frac{12+12+48}{\sqrt6R^5}=\frac{36}{R^5}M_{zz},\nonumber\\
\pi:&\quad M_{xz}=M_{zx}=\tfrac1{\sqrt2},
&(TM)_{xz}&=2T_{xzxz}M_{xz}=-\frac{24}{R^5}M_{xz},\\
\delta:&\quad M_{xy}=M_{yx}=\tfrac1{\sqrt2},
&(TM)_{xy}&=2T_{xyxy}M_{xy}=\frac{6}{R^5}M_{xy}.\nonumber
\end{align}
With the factor $1/6$ of (\ref{quad}), the incoming tail is $g_m(s^3\rho^2/R^5)Y_M$, where $g_m=6,-4,1$. Since $s^3\rho^2/R^5=(s/R)^5(\rho/s)^2$, comparison with (\ref{Sdef}) gives $S_m=-10g_m(s/R)^5$, as in (\ref{result}). The numbers were also obtained by projecting the displaced tail onto d harmonics by angular quadrature. Between $R=0.2546$ and $0.5091$ nm at fixed $s$, the projected coefficients of all three channels have exponent $-5.000000$.

For a bond along an arbitrary unit vector $\mathbf n$ the same three numbers multiply projectors:
\begin{align}
S(\mathbf R)&=10\left(\frac sR\right)^5\left(-6P_\sigma+4P_\pi-P_\delta\right),\nonumber\\
(P_\sigma)_{ab}&=\tfrac32(\mathbf n\cdot M_a\mathbf n)(\mathbf n\cdot M_b\mathbf n),\label{proj}\\
(P_\pi)_{ab}&=2\left[(M_a\mathbf n)\cdot(M_b\mathbf n)-(\mathbf n\cdot M_a\mathbf n)(\mathbf n\cdot M_b\mathbf n)\right],\nonumber
\end{align}
with $P_\delta=1-P_\sigma-P_\pi$. The first projector follows from the normalized $\sigma$ matrix $\sqrt{3/2}\,(\mathbf n\mathbf n-1/3)$. The second follows from the two matrices $(\mathbf n\mathbf e+\mathbf e\mathbf n)/\sqrt2$, with $\mathbf e$ running over two unit vectors perpendicular to $\mathbf n$. Counting $\pi$ and $\delta$ twice, the trace is proportional to $-6+8-2=0$. The trace of $S(\mathbf k)$ therefore vanishes, and at each $\mathbf k$ the five d levels keep their mean at $C$, to first order.

The energy scale comes from the slope of $P$ at $C$. Let $w=r\phi$, which obeys $w''=[6/r^2+2(v-E)]w$, and let a dot denote $\partial/\partial E$. Differentiating the equation gives $\dot w''=[6/r^2+2(v-E)]\dot w-2w$, so
\begin{equation}
\frac{d}{dr}\left(w\dot w'-\dot ww'\right)=w\dot w''-\dot ww''=-2w^2 .
\end{equation}
The bracket vanishes at the nucleus. Integration to $s$ with unit normalization gives $w\dot w'-\dot ww'=-2$ there. Dividing by $w(s)^2$ yields $\partial(w'/w)/\partial E=-2/w(s)^2$. Since $D=sw'(s)/w(s)-1$ and $w(s)=s\phi(s)$,
\begin{equation}
\frac{dD}{dE}=-\frac{2}{s\phi(s)^2} .
\end{equation}
From (\ref{P}), $dP/dD=-50/(D-2)^2$, which is $-2$ at $D=-3$. Thus
\begin{equation}
P'(C)=\frac{4}{s\phi(s)^2}=\frac1\Delta,\qquad
P(E)\simeq\frac{E-C}{\Delta}.
\end{equation}
Equation (\ref{det}) becomes the eigenvalue problem of $C+\Delta S(\mathbf k)$. Its off-site elements are the hoppings (\ref{result}).

The sphere radius can be hidden in the tail amplitude. At energy $C$ the normalized orbital continues as $(A/r^3)Y$ with $A=s^3\phi(s)$. Inserting $\phi(s)^2=A^2/s^6$,
\begin{equation}
t_m=\frac{1}{4}\frac{A^2}{s^5}\,\frac{10s^5}{R^5}(-6,4,-1)
=\frac52\,\frac{A^2}{R^5}\,(-6,4,-1).
\label{amp}
\end{equation}

A flux argument confirms the sign and the factor. Consider two separate spheres in a region where the potential equals $C$, and let $H$ be the Hamiltonian of the pair. In the half-space of sphere 2, $(H-C)\psi_2=0$; in that of sphere 1, $(H-C)\psi_1=0$. Hence $t=\langle\psi_1|H-C|\psi_2\rangle$ reduces to an integral over half-space 1, from which the vanishing term $\psi_2(H-C)\psi_1$ may be subtracted. Green's theorem gives
\begin{equation}
t=-\frac12\int_{z=R/2}\left(\psi_1\partial_z\psi_2-\psi_2\partial_z\psi_1\right)dS .
\label{flux}
\end{equation}
Both tails are harmonic between the plane and a small sphere around site 2, so the surface can be moved there; the far surface contributes nothing. The normal then points toward site 2, which reverses the sign when radial derivatives are used. With $\psi_1\to Ag_m\rho^2Y/R^5$ and $\psi_2=A\rho^{-3}Y$,
\begin{equation}
t=\frac12\rho^2\,\frac{A^2g_m}{R^5}\left(-3-2\right)\rho^{-2}
=-\frac52\,\frac{A^2g_m}{R^5},
\end{equation}
which is (\ref{amp}). For two $\sigma$ orbitals the positive lobes face each other and $t$ is negative, as for a bonding pair. This argument normalizes each orbital inside its own sphere. The tail outside would add a norm $\int_s^\infty A^2r^{-4}dr=s^3\phi(s)^2/3$. In a crystal whose spheres fill the volume, that space belongs to other spheres.

Copper provides an example. With a rough fcc lattice constant $a=0.36$ nm, equating the sphere volume to the volume per atom gives $s=0.1407$ nm. The nearest-neighbour distance is $R_1=a/\sqrt2=0.2546$ nm, so $s/R_1=0.5527$ and $(s/R_1)^5=0.0516$. The potential comes from a self-consistent, nonrelativistic, spin-unpolarized local-density calculation with VWN correlation in one neutral sphere. Ten d electrons occupy the level $D=-3$ and one s electron the level $D=0$. This is a band-centre model, not a full band calculation.

It gives $s^3\phi(s)^2=0.1555$. With $\hbar^2/(ms^2)=3.850$ eV,
\begin{equation}
\Delta=\frac{3.850\times0.1555}{4}\ \mathrm{eV}=0.150\ \mathrm{eV}.
\end{equation}
The numerical slope of $P(E)$ gives the same value, $0.14964$ eV, as the surface amplitude. The $\sigma$ hopping is $0.1496\times(-60)\times0.05156=-0.463$ eV; the $\pi$ and $\delta$ values are $0.309$ and $-0.077$ eV. Direct integration of (\ref{flux}) over the mid-plane, with the tails continued harmonically to that plane, returns all three to the printed digits. At the second shell, $R=0.360$ nm, the $\sigma$ hopping is $-0.082$ eV, which is the first-shell value times $(\sqrt2)^{-5}=0.177$. At the third, $R=0.441$ nm, it is $-0.030$ eV.

This decay is fast for a pair, but a band level sums many bonds of both signs, and the terms of the first shell can partly cancel. Take the $yz$ orbital at $\Gamma$. By (\ref{proj}), each of the four nearest bonds in the $yz$ plane has weights $3/4,0,1/4$ on $\sigma,\pi,\delta$ and contributes $-4.75$ in units of $10(s/R_1)^5=0.516$. Each of the other eight has weights $0,1/2,1/2$ and contributes $1.5$. The sum is $-7\times0.516=-3.61$. In the second shell, four $\pi$ bonds and two $\delta$ bonds add $(16-2)\times0.516\times0.177=1.28$. The full lattice sum is $-2.74$, so shells beyond the first change this eigenvalue appreciably. The sum does converge absolutely, because its terms fall as $R^{-5}$ while the number of sites per unit radius grows as $R^2$.

Over the points $\Gamma$, X, L and W, the eigenvalues of $S$ run from $-16.40$, at X, to $10.94$, reached at both X and W to the digits given. The linear d-only extent is $0.1496\times27.34=4.09$ eV. Solving $P(E)=S$ without linearization gives $4.03$ eV. This close agreement hides larger edge shifts: the bottom moves down by $0.09$ eV and the top by $0.15$ eV. A correction proportional to $S^2$ alone would move the bottom more than the top, so higher orders matter at these edges.

Uniform scaling is a different experiment. Since $s/R$ is fixed, $t\propto\Delta=A^2/(4s^5)$, and a constant $A$ would again give exponent $-5$. Repeating the self-consistent calculation with $s$ changed by $\pm2\%$ gives
\begin{equation}
\frac{d\ln\Delta}{d\ln s}=-4.74 .
\end{equation}
The amplitude thus grows slowly on expansion, $A^2\propto s^{0.26}$ locally. A $1\%$ longer bond at fixed sphere and potential instead weakens the hopping by $4.85\%$, the pure $R^{-5}$ result.

The assumption most open to question is the zero kinetic energy of the tail. If the tail energy lies below the surrounding potential by $\lambda^2/2$, the function $1/r$ is replaced by $e^{-\lambda r}/r$. Derivatives keep the exponential, so the hopping at $\lambda R\gg1$ decays exponentially; the inverse fifth power is the limit $\lambda R\ll1$. The departure sets in slowly: at fixed $\lambda$ the local exponent of the $\sigma$ hopping is $-5.1$ at $\lambda R=1$ and $-5.9$ at $\lambda R=3$. For bound orbitals of well separated atoms the exponential limit, $\lambda R\gg1$, is the relevant one.

In the copper sphere the sign is opposite: $C$ lies $8.2$ eV above the potential at the surface. With $\kappa^2/2$ equal to this energy, $\kappa R_1=3.74$, which is not small. Replace the tail by $-(\kappa s)^3n_2(\kappa r)/3$ and the regular wave by $15j_2(\kappa r)/(\kappa s)^2$, where $j_2$ and $n_2$ are spherical Bessel and Neumann functions. Both reduce to the previous functions as $\kappa\to0$. Without rematching the amplitude, the $\sigma$ coefficient at $R_1$ becomes $2.48$ times as large, and its ratio between second and first shells becomes $0.78$ instead of $0.177$. The pairwise fifth power is therefore a property of the zero-energy representation, not of every choice of tails. That representation is motivated by spheres that fill the volume and leave no net interstitial region. The filling is itself approximate: neighbouring spheres overlap by $10.5\%$ of $R_1$ along the bond. Transforming to screened or Wannier orbitals also changes the individual hoppings, so their decay need not follow (\ref{result}).

Coupling to the s channel is not small either. An s tail $s/r$ has the quadrupole part $s\rho^2P_2/R^3$ at another site, with $P_2$ the Legendre polynomial, so s--d hopping falls as $R^{-3}$. Here $P_2Y_{00}=Y_{20}/\sqrt5$, which gives $|S_{sd\sigma}|=2\sqrt5(s/R_1)^3=0.755$. The linearized matching condition in symmetric form supplies the factor $\sqrt{\Delta_s\Delta}$. Here $\Delta_s$ is the inverse slope of the s potential function $P_s=2(D+1)/D$ at the s band centre, $D=-1$. With $\Delta_s=2.36$ eV, the hopping has magnitude $0.45$ eV, close to that of the d--d $\sigma$ bond. The s band centre lies $3.1$ eV below the d centre, too far for this linearization to hold: $P_s$ flattens above its centre, so its inverse slope at d-band energies exceeds $\Delta_s$, and $0.45$ eV understates the coupling there. Where dispersion brings the s band close to a d band of the same symmetry, the splitting is of first order in this coupling, and the d-only levels are inadequate. Bands of different symmetry are not mixed by it: along the line from $\Gamma$ to X, only one of the five d orbitals couples to the s band.

For the real metal, the lattice constant used is typical. The measured d bands of copper are roughly $3$ eV wide, so the model extent is about a third too large by that rough measure; the calculation does not apportion the difference among its approximations. Spin--orbit coupling, with a computed parameter of $0.11$ eV, exceeds the nearest $\delta$ hopping. Scalar-relativistic shifts, p--d mixing and errors of the local-density approximation have not been sized. A working interconnect also breaks the assumption of fixed atoms. At $380$ K, with a rough Debye temperature $\Theta=300$ K and mass $64$ atomic mass units, the high-temperature Debye estimate $\langle u_x^2\rangle=3\hbar^2T/(Mk_{\mathrm B}\Theta^2)$ for independently moving atoms gives an rms bond-length spread of $5.4\%$. Five times this is a $27\%$ first-order spread in hopping at fixed sphere parameters. Neighbours in a crystal move partly in phase, which makes both spreads smaller than these estimates. These numbers concern the d bands; they are not a prediction of line resistance, which also needs the states at the Fermi level and their scattering.

\section*{Table of computed values}
\begin{verbatim}
lattice constant, rough input: 0.36 nm
sphere radius s: 0.1407 nm
nearest-neighbour distance R1: 0.2546 nm
s/R1: 0.5527;  (s/R1)^5: 0.05156
hbar^2/(m s^2): 3.8499 eV
s^3 phi(s)^2 (dimensionless): 0.1555
d band centre C minus surface potential v(s): 8.209 eV
C, integration minus matrix: 0.00004 eV
Delta from surface amplitude: 0.14964 eV
Delta from slope of P(E): 0.14964 eV
sigma: S(R1) = -3.0937, t(R1) = -0.4630 eV, flux t = -0.4630 eV, exponent = -5.000000
pi: S(R1) = 2.0625, t(R1) = 0.3086 eV, flux t = 0.3086 eV, exponent = -5.000000
delta: S(R1) = -0.5156, t(R1) = -0.0772 eV, flux t = -0.0772 eV, exponent = -5.000000
t_sigma R^5: -4.9485e-04 eV nm^5
shell 2: R = 0.3600 nm, t sigma, pi, delta = -0.0818, 0.0546, -0.0136 eV
shell 3: R = 0.4409 nm, t sigma, pi, delta = -0.0297, 0.0198, -0.0049 eV
hopping change for 1% longer bond, fixed sphere: -4.85 %
S eigenvalues at Gamma: -2.744, -2.744, -2.744, 4.116, 4.116
S eigenvalues at X: -16.404, -14.595, 9.127, 10.936, 10.936
S eigenvalues at L: -12.915, -3.058, -3.058, 9.516, 9.516
S eigenvalues at W: -9.311, -3.258, -3.258, 4.887, 10.940
lowest and highest S at these points: -16.404, 10.940
linear d-band extent: 4.092 eV
extent from full P(E): 4.025 eV
bottom relative to C, linear / full: -2.455 / -2.542 eV
top relative to C, linear / full: 1.637 / 1.483 eV
|kappa| R1 for surface kinetic energy: 3.736
sigma tail ratio shell 2 / shell 1, zero energy: 0.1768
same ratio with surface kinetic energy: 0.7841
sigma tail at R1, surface energy / zero energy: 2.4756
s band centre minus d band centre: -3.143 eV
Delta of s channel: 2.362 eV
s-d sigma S(R1): -0.7549;  |s-d hopping|: 0.449 eV
linear sphere overlap (2s-R1)/R1: 10.53 %
spin-orbit parameter of d shell: 0.1098 eV
d ln Delta / d ln s, uniform scaling: -4.739
rough inputs: T = 380 K, Debye T = 300 K, mass = 64 u
thermal rms bond spread, uncorrelated atoms: 5.44 %
first-order rms hopping spread: 27.2 %
\end{verbatim}
